\section*{How diamond can grow at low pressure where graphite is stable}

\section*{What the second law compares}

Q: At 1100 K and 30 Torr, graphite is the stable form of carbon. A reactor that deposits diamond under those conditions makes the wrong phase. Surely that violates thermodynamics, or else the growing surface must secretly be at enormous pressure.

A: Which change of free energy are you calculating?

Q: Graphite to diamond. It is positive.

A: It is. Let $\mu_g$ and $\mu_d$ be the free energies per carbon atom in the two solids, and take a rough value for their difference at 1100 K,
\begin{equation}
\Delta=\mu_d-\mu_g\simeq0.07\ \mathrm{eV}.
\end{equation}
But the reactor is fed with methane, not graphite. At fixed temperature and pressure, a process that changes the enthalpy of the system by $\delta H$ changes the entropy of the surroundings by $-\delta H/T$. The total entropy change is therefore
\begin{equation}
\delta S_{\rm tot}=\delta S-\frac{\delta H}{T}=-\frac{\delta G}{T}\ge0 .
\end{equation}
The law requires $G$ to fall in the process that occurs. It does not require the product to be the one with the lowest possible $G$.

Q: Could pressure still be doing the work?

A: Since $\partial\mu/\partial p$ is the volume per atom, pressure lowers the difference by $(v_g-v_d)p$. With rough molar volumes of 5.3 and 3.4 cm$^3$/mol, the shift at 30 Torr is $8\times10^{-8}$ eV. Incompressible solids would need about 3.6 GPa to become equally stable. Linear compression, with constant bulk moduli of 34 GPa for graphite and 440 GPa for diamond, raises this to about 4.3 GPa. That correction is too large, because graphite stiffens as it is squeezed. The reactor pressure is irrelevant to the sign of $\Delta$.

\section*{The free energy of the source}

Q: Then show me that methane has enough free energy.

A: Consider
\begin{equation}
\mathrm{CH_4\longrightarrow C(solid)+2H_2}.
\end{equation}
Treat the gas as ideal, with $\mu_i=\mu_i^\circ+kT\ln(x_iP)$, where $x_i$ is a mole fraction and $P=p/(1\ \mathrm{bar})$. Set the zeros of energy at graphite and at H$_2$ gas at 1 bar, so $\mu_g=0$ and $\mu_d=\Delta$. The solids are bulk solids for now.

With $G=\sum_i n_i\mu_i$, a small advance of the reaction gives
\begin{equation}
dG=\sum_i\mu_i\,dn_i+\sum_i n_i\,d\mu_i .
\end{equation}
The second sum vanishes at fixed $T$ and $p$: it equals $kT\sum n_i\,dx_i/x_i=kTN\sum dx_i=0$, where $N$ is the total amount of gas and the fractions add to one. Define the affinity $A$ as the fall of $G$ per reaction event. For graphite,
\begin{align}
A_g&=\mu_{\rm CH_4}-2\mu_{\rm H_2}\nonumber\\
&=g+kT\ln(x_{\rm CH_4}P)-2kT\ln(x_{\rm H_2}P)\nonumber\\
&=g+kT\ln\frac{x_{\rm CH_4}}{x_{\rm H_2}^2P},
\end{align}
where $g$ is the standard formation free energy of methane. Diamond costs $\Delta$ more, so $A_d=A_g-\Delta$.

Take 1\% methane in hydrogen, $P=0.0400$, $kT=0.0948$ eV and a rough $g=0.31$ eV. The logarithm is $\ln[0.01/(0.99^2\times0.0400)]=-1.37$, hence
\begin{align}
A_g&=0.31-0.13=0.18\ \mathrm{eV},\\
A_d&=0.18-0.07=0.11\ \mathrm{eV}.
\end{align}
Both are positive. The supersaturations $e^{A/kT}$ are 6.7 for graphite and 3.2 for diamond.

Q: So any carbon-bearing gas will do?

A: No. Setting $A=0$ for a solid with free energy $\mu_s$, and neglecting trace species so that $x_{\rm H_2}=1-x$, gives the threshold methane fraction:
\begin{equation}
\frac{x}{(1-x)^2}=P\exp\left[-\frac{g-\mu_s}{kT}\right].
\end{equation}
Here it is 0.15\% for graphite and 0.32\% for diamond. Below the first, methane can form neither solid by this reaction. Between the two it can form graphite but not diamond. Above the second it can form either.

\section*{A closed vessel, early and late}

Q: If graphite lowers $G$ more, shouldn't the system go there?

A: Eventually, if a path is open. Let the vessel have a movable piston that keeps the pressure fixed, and hold the temperature fixed too. Take one mole of feed containing $a$ moles of methane and $b=1-a$ of hydrogen. After $\xi$ moles of diamond form, the gas contains $a-\xi$ of methane and $b+2\xi$ of hydrogen, a total of $1+\xi$. Put $K=e^{(g-\Delta)/kT}$. The condition $A_d=0$ becomes
\begin{equation}
P(b+2\xi)^2=K(a-\xi)(1+\xi).
\end{equation}
Expanding both sides and using $a-1=-b$,
\begin{align}
4P\xi^2+4Pb\xi+Pb^2&=K(a-b\xi-\xi^2),\\
(4P+K)(\xi^2+b\xi)&=Ka-Pb^2.
\end{align}
The positive root is
\begin{equation}
\xi=\frac12\left[-b+\sqrt{b^2+\frac{4(Ka-Pb^2)}{4P+K}}\right].
\end{equation}
It exists when $Ka>Pb^2$, which is the condition that $A_d$ is positive initially. As $\xi$ rises, methane is depleted and hydrogen accumulates, so $A_d$ falls through zero and this point is a minimum of $G$ along the diamond path. Setting $\Delta=0$ gives the graphite result.

For our feed, the diamond path ends with 68\% of the carbon in diamond and $G$ lower by 0.45 meV per feed molecule. The graphite path ends with 85\% in graphite and a fall of 0.99 meV. Diamond is a downhill stop, not the lowest point.

Q: What decides whether the system stops there?

A: Rates. Let each solid $i$ form at a rate $k_i$ and dissolve at $k_ie^{-A_i/kT}$, the ratio required by detailed balance. Then
\begin{equation}
r_i=k_i\left(1-e^{-A_i/kT}\right),\qquad
\frac{dG}{dt}=-\sum_i r_iA_i\le0,
\end{equation}
because $r_i$ and $A_i$ have the same sign. An absent solid cannot dissolve, so its rate is then set to zero if negative.

I integrated this model with $k_d/k_g=1000$, an assumed ratio. Diamond first takes up 68\% of the carbon. At that point $A_d\simeq0$ but $A_g\simeq\Delta>0$, so graphite continues to grow. Its growth draws methane from the gas and makes $A_d$ very slightly negative, so diamond dissolves and replaces nearly all the methane that graphite consumes. The gas composition therefore stays almost constant until the diamond is gone. Only then does methane fall to its value in equilibrium with graphite. The final state has 85\% of the carbon in graphite and essentially no diamond. $G$ falls throughout, within integration error. A reactor with continuous feed need not reach that final state.

\section*{Growing one solid while removing the other}

Q: But reactors are said to etch graphite while diamond grows. Your gas is supersaturated for graphite. How can it remove graphite?

A: With methane and equilibrated hydrogen alone, it cannot remove bulk graphite while bulk diamond grows, provided each solid exchanges carbon with the gas separately. Carbon lying more than $A_g$ per atom above bulk graphite could still dissolve. Very small graphite islands, with their extra edge energy, or strongly disordered carbon may meet this condition. Growth of bulk diamond needs $A_d>0$, and then $A_g=A_d+\Delta$ is positive too. Intermediate surface states do not help. Let successive states have populations $p_j$, with forward and backward rates $f_j$ and $b_j$ around a cycle that adds one carbon. Detailed balance gives $\prod_j(f_j/b_j)=e^{A/kT}$. If the steady growth flux were zero or negative, every step would satisfy $f_jp_j\le b_jp_{j+1}$. Multiplying these inequalities around the cycle cancels the populations and gives $e^{A/kT}\le1$, which contradicts $A>0$.

Q: So something is missing from the gas.

A: Atomic hydrogen, in excess of its equilibrium amount. A hot filament or plasma supplies the free energy to make it. Its excess free energy is
\begin{equation}
\delta=\mu_{\rm H}-\tfrac12\mu_{\rm H_2}
=kT\ln\frac{x_{\rm H}}{x_{\rm H}^{\rm eq}} .
\end{equation}

Q: How do you get the equilibrium fraction?

A: From partition functions. For an ideal gas, $\mu=-kT\ln(q/N)$, so $2\mu_{\rm H}=\mu_{\rm H_2}$ implies $N_{\rm H}^2/N_{\rm H_2}=q_{\rm H}^2/q_{\rm H_2}$. Measure energy from separated atoms, and let $\lambda=h/\sqrt{2\pi mkT}$ for an atom of mass $m$. Two electron-spin and two nuclear-spin states give $q_{\rm H}/V=4/\lambda^3$. The molecule has twice the mass, so
\begin{equation}
\frac{q_{\rm H_2}}{V}=\frac{2^{3/2}}{\lambda^3}\,z_{\rm rot}z_{\rm vib}e^{D/kT}.
\end{equation}
Here $z_{\rm vib}=(1-e^{-\hbar\omega/kT})^{-1}$ and $z_{\rm rot}=\sum_J s_J(2J+1)e^{-J(J+1)\theta/T}$, with nuclear-spin weights $s_J=1$ for even and 3 for odd $J$. Converting densities to pressures with $p_i=N_ikT/V$,
\begin{equation}
K_{\rm H}=\frac{p_{\rm H}^2}{p_{\rm H_2}(1\ \mathrm{bar})}
=\frac{kT}{1\ \mathrm{bar}}
\frac{16\,e^{-D/kT}}{2^{3/2}\lambda^3z_{\rm rot}z_{\rm vib}} .
\end{equation}
The model inputs $D=4.48$ eV, $\theta=85$ K and $\hbar\omega=0.52$ eV give $K_{\rm H}=6.7\times10^{-16}$. Only $D\simeq4.5$ eV is claimed as a physical value; a change of 0.02 eV in $D$ shifts $\delta$ by 0.01 eV. Since $p_i=x_ip$,
\begin{equation}
x_{\rm H}^{\rm eq}=\sqrt{K_{\rm H}x_{\rm H_2}/P}=1.3\times10^{-7}.
\end{equation}
If the surface sees 0.1\% atomic hydrogen, then $\delta=0.85$ eV per atom.

Q: And that pays for removing graphite?

A: Combine the chemical potentials:
\begin{align}
\mathrm{C_g+4H\to CH_4}:\quad
A&=4\mu_{\rm H}-\mu_{\rm CH_4}\nonumber\\
&=4\delta+2\mu_{\rm H_2}-\mu_{\rm CH_4}\nonumber\\
&=4\delta-A_g=3.2\ \mathrm{eV}.
\end{align}
Adding methane decomposition to diamond, with affinity $A_d$, gives
\begin{equation}
\mathrm{C_g+4H\to C_d+2H_2}:\quad A=4\delta-\Delta=3.3\ \mathrm{eV}.
\end{equation}
Even graphite can be turned into diamond through the gas, because hydrogen recombination pays for it. With $\delta=0$ the affinity would be $-\Delta$, and your original objection would be right for that conversion.

Q: Then atomic hydrogen favours diamond thermodynamically?

A: No. It can also etch diamond, with affinity $4\delta-A_d=3.3$ eV. Selection comes from different rates on the two solids.

To see what the drive permits, I used a three-state surface cycle: bare site, adsorbed carbon, dehydrogenated carbon, bare site again. Adsorption takes methane, either alone or with one H atom converted to $\frac12$H$_2$. Each later step releases either H$_2$ or two H atoms. With intermediate free energies $e_1,e_2$, the affinities of the steps without atomic hydrogen are $-e_1$, $e_1-e_2$ and $e_2+A$, which add to $A$. A channel consuming $h$ atoms gains $h\delta$, with $h=+1$ for assisted adsorption and $h=-2$ for atomic release. Each channel with affinity $\alpha$ has rates proportional to $e^{\pm\alpha/2kT}$. At steady state all three steps carry the same growth flux $J$, so the intermediate energies cancel in the dissipation:
\begin{equation}
\dot D=JA+\delta J_{\rm H}>0,
\end{equation}
where $J_{\rm H}$ is the net consumption of H atoms. Negative $J$ is allowed at positive $A$ if hydrogen consumption pays for it.

I drew 400 sets of rate prefactors across eight decades, with $e_1,e_2$ between $-0.3$ and $0.3$ eV. At $\delta=0$, all 400 grew diamond from the 1\% feed, and all lost diamond in a gas between the two thresholds. At $\delta=0.85$ eV, only 35 grew with the diamond affinity, while 361 shrank with the graphite affinity. The other 39 grew graphite. Given the same kinetics, graphite therefore does slightly better. Diamond wins when its kinetics belong to the growing group and those of graphite to the shrinking group. These counts reflect my random distribution and the symmetric split $e^{\pm\alpha/2kT}$, not real surfaces. Placing 0.2 or 0.8 of $\alpha/kT$ in the forward rate, instead of one half, changes the fraction that grows diamond from about 10\% to about 1\% or 37\%.

\section*{Methyl, temperature and new nuclei}

Q: Is methane actually the molecule that attaches?

A: It need not be. Atomic hydrogen can strip a hydrogen atom from methane, and the resulting methyl can attach. If $\mathrm{CH_4+H\rightleftharpoons CH_3+H_2}$ is balanced, then $\mu_{\rm CH_3}=\mu_{\rm CH_4}+\mu_{\rm H}-\mu_{\rm H_2}$. For $\mathrm{CH_3\to C_d+\frac32H_2}$,
\begin{align}
A_m&=\mu_{\rm CH_3}-\tfrac32\mu_{\rm H_2}-\mu_d\nonumber\\
&=(\mu_{\rm CH_4}-2\mu_{\rm H_2}-\mu_d)+(\mu_{\rm H}-\tfrac12\mu_{\rm H_2})\nonumber\\
&=A_d+\delta=0.96\ \mathrm{eV}.
\end{align}
A rough methyl formation free energy of 1.7 eV puts the balanced methyl fraction at $1.7\times10^{-4}$.

This matters on cooling. Let $g$ change by 1.1 meV/K, and hold $\Delta$, the pressure and the fractions of methane, H$_2$ and H fixed, while methyl rebalances at each temperature. Then $A_d$ vanishes near 990 K and is $-0.09$ eV at 900 K, but $A_m$ is still $+1.03$ eV there. The methane threshold is not a general lower temperature limit for diamond growth.

Q: Does a positive affinity guarantee that a new crystal appears?

A: No, because a small crystal has a surface cost. For a sphere with surface energy $\gamma$ and atomic volume $v$,
\begin{align}
G(r)&=4\pi r^2\gamma-\frac{4\pi r^3}{3v}A_d,\\
G'(r)&=8\pi r\gamma-\frac{4\pi r^2}{v}A_d=0
\quad\Rightarrow\quad r^*=\frac{2\gamma v}{A_d}.
\end{align}
An assumed surface energy of 3 J/m$^2$ gives $r^*=1.9$ nm for the methane route. Bare diamond surfaces can cost more, which makes $r^*$ larger. By this route, smaller spheres lower $G$ by shrinking, and the barrier $G(r^*)=4\pi\gamma r^{*2}/3$ is about 290 eV, some $3000\,kT$. With the methyl affinity in place of $A_d$, $r^*$ drops to about 0.22 nm, too small for a continuum sphere to be trusted. Growth on an existing diamond seed larger than $r^*$ avoids this initial cost. Hydrogen coverage changes $\gamma$, and $r^*$ changes in proportion.

Q: How close is all this to a real reactor?

A: The temperature, pressure and methane fraction can be used for hot-filament or microwave-plasma growth. The atomic-hydrogen fraction is an assumed value and depends on the reactor. The model also assumes a gas at one temperature, whereas real gas is much hotter near the filament or plasma. It takes the methane fraction at the surface to be that of the feed. With excess atomic hydrogen the conversion of methane to acetylene is downhill, so part of the carbon may arrive as other species, and a lower methane fraction lowers $A_d$. Methyl need not be balanced at the surface either. If methyl were ten times scarcer than its balanced value, $A_m$ would fall by $kT\ln10=0.22$ eV, to 0.74 eV, still well above zero. The methane route has less margin, since $A_d$ is only 0.11 eV: an error of 0.02 eV in $g$ changes the supersaturation by a factor of about 1.2. None of these affinities predicts a growth rate or the purity of the film. The numerical output lists the inputs and results.

\section*{Calculated quantities}
\begin{verbatim}
Material inputs below are rough typical values
temperature: 1100 K
thermal energy kT: 0.09479 eV
pressure: 30 Torr
P = pressure / 1 bar: 0.04
methane fraction: 1 %
atomic H fraction: 0.1 %
methane formation free energy g: 0.31 eV
methyl formation free energy: 1.7 eV
diamond minus graphite gap: 0.07 eV
molar volume graphite: 5.3 cm3/mol
molar volume diamond: 3.4 cm3/mol
bulk modulus graphite: 34 GPa
bulk modulus diamond: 440 GPa
coexistence pressure, incompressible: 3.55 GPa
coexistence pressure, compressible: 4.26 GPa
pressure shift of gap in reactor: 7.88e-08 eV
A methane to graphite: 0.1805 eV
A methane to diamond: 0.1105 eV
supersaturation for graphite: 6.71
supersaturation for diamond: 3.21
threshold methane for graphite: 0.151 %
threshold methane for diamond: 0.316 %
closed yield, diamond only: 68.2 % of C
closed yield, graphite: 84.7 % of C
G fall, diamond only: 0.4459 meV/feed molecule
G fall, graphite: 0.988 meV/feed molecule
diamond/graphite rate-prefactor ratio: 1000
peak diamond in kinetic model: 68.0 % of C
final graphite in kinetic model: 84.7 % of C
H2 bond energy: 4.48 eV
H2 rotational temperature: 85 K
H2 vibrational quantum: 0.52 eV
H2 dissociation constant: 6.66e-16
equilibrium atomic H fraction: 1.28e-07
hydrogen excess delta: 0.849 eV per H
balanced methyl fraction: 1.68e-04
A methyl to diamond: 0.960 eV
A graphite + 4H to diamond + 2H2: 3.33 eV
A graphite etching by H: 3.22 eV
A diamond etching by H: 3.29 eV
random surface models: 400
driven models growing diamond: 35
driven models removing graphite: 361
bare diamond surface energy: 3 J/m2
critical radius from methane: 1.91 nm
temperature slope of g: 1.1 meV/K
methane-diamond crossover: 988 K
A methane to diamond at 900 K: -0.086 eV
A methyl to diamond at 900 K: 1.028 eV
\end{verbatim}
